# Reading Switched Ferroelectric Charge with a Sawyer-Tower Circuit

## Problem

A ferroelectric film capacitor is connected in series with a linear sense capacitor $C_0$. The drive voltage $V$ is applied to the free electrode of the film, and the free electrode of the sense capacitor is grounded. A meter reads the voltage $V_s$ of the node between the two capacitors. This is the Sawyer-Tower circuit.

The film has area $A = 10^{-8}\ \mathrm{m^2} = 10^{-4}\ \mathrm{cm^2}$, and $C_0 = 100$ nF. A drive pulse reverses the film's polarization from one remanent state to the other. The total change, defined for zero field in the film before and after, is $\Delta P = 0.5\ \mathrm{C/m^2} = 50\ \mathrm{\mu C/cm^2}$. The drive is zero at both readings.

1. Find the change $\Delta V$ of the sense voltage when $C_0$ is very large compared with the film's own capacitance and no charge leaks away. What would it be if $0.5\ \mathrm{C/m^2}$ were the remanent polarization $P_r$ instead of the total change?
2. The voltage on $C_0$ acts back on the film. Find the correction for a film of thickness $d = 200$ nm, coercive field $E_c = 100$ kV/cm and background relative permittivity 30. Describe homogeneous switching by
$$\rho\frac{dP}{dt} = E + aP - bP^3,\qquad a,b,\rho>0 .$$
3. How small may $C_0$ be before the reversed state no longer survives the return of the drive to zero?
4. The pulses are triangles with a peak of 4 V. What change is read between the negative and positive peaks, instead of between the two states at zero drive?
5. The meter has an input resistance of 1 MΩ. Estimate the charge lost before the reading, and compare it with other errors of a real measurement.

## Solution

### 1. The ideal reading

Count the film field $E$, the polarization $P$ and the displacement $D$ as positive when they point from the driven electrode towards the sense node. Then
$$E=\frac{V-V_s}{d},\qquad D=\varepsilon_b E+P,$$
where $\varepsilon_b$ is the background permittivity, which covers the dielectric response not contained in $P$.

The sense node consists of one film electrode and one plate of $C_0$. A displacement pointing into the film electrode ends on negative charge, so that electrode carries $-AD$. The plate of the sense capacitor carries $+C_0V_s$. If no charge leaks onto or off the node, the sum is constant:
$$-AD+C_0V_s=\text{constant}.$$
Taking the difference between the two readings gives
$$C_0\,\Delta V=A\,\Delta D. \tag{1}$$

Equation (1) contains the end states alone. The speed of switching and the route taken between the states drop out, provided that switching is complete before the second reading.

The drive is zero at both readings. If $C_0$ is large, $V_s$ is small, and so is the film field. The term $\varepsilon_bE$ can then be dropped, and $P$ takes its zero-field values. Hence $\Delta D=\Delta P$ and
$$\boxed{\Delta V=\frac{A\,\Delta P}{C_0}} \tag{2}$$

The switched charge is
$$A\,\Delta P=(10^{-8}\ \mathrm{m^2})(0.5\ \mathrm{C/m^2})=5\times10^{-9}\ \mathrm{C}=5\ \mathrm{nC},$$
and therefore
$$\Delta V=\frac{5\times10^{-9}\ \mathrm{C}}{100\times10^{-9}\ \mathrm{F}}=0.05\ \mathrm{V}=50\ \mathrm{mV}.$$

The sign is positive because the polarization changed from pointing away from the node to pointing towards it. The opposite reversal gives $-50$ mV.

The meaning of "0.5 C/m²" matters. Reversal takes $P$ from $-P_r$ to $+P_r$, so the total change is $\Delta P=2P_r$. Here $P_r=25\ \mathrm{\mu C/cm^2}$. If $0.5\ \mathrm{C/m^2}$ were $P_r$, the total change would be $1\ \mathrm{C/m^2}$, the charge 10 nC, and the ideal reading 100 mV.

### 2. The back-voltage

Let the film start at $P=-P_r$ with $V=V_s=0$. After reversal the drive is again zero, but the node sits at $V_s=\Delta V$. The film field is then
$$E=\frac{0-\Delta V}{d}=-\frac{\Delta V}{d}.$$
It opposes the new polarization and reduces it slightly. The size of this reduction follows from the static properties of the film.

**Static curve.** At rest, $dP/dt=0$, so $E=-aP+bP^3$. At zero field the nonzero solutions satisfy $P^2=a/b$, which gives $P_r^2=a/b$. The slope of the curve is
$$\frac{dE}{dP}=-a+3bP^2 .$$
At $P=\pm P_r$ this equals $-a+3a=2a$, so the small-signal susceptibility, in the sense $\chi=dP/dE$, is
$$\chi=\frac{1}{2a}.$$

The slope vanishes at $P=\pm P_r/\sqrt3$. A film that starts at $-P_r$ and is driven by a slowly rising field loses its stable state at $P=-P_r/\sqrt3$. The field there is the coercive field:
$$E_c=\frac{aP_r}{\sqrt3}-\frac{bP_r^3}{3\sqrt3}
=\frac{aP_r}{\sqrt3}\left(1-\frac13\right)=\frac{2aP_r}{3\sqrt3},$$
where $bP_r^2=a$ was used. With $E_c=10^7$ V/m and $P_r=0.25\ \mathrm{C/m^2}$,
$$a=\frac{3\sqrt3\,E_c}{2P_r}=1.039\times10^{8}\ \mathrm{V\,m/C}.$$

**First-order correction.** Near the reversed state, $P\approx P_r+\chi E$. The change of displacement is therefore
$$\Delta D\approx(P_r+\chi E+\varepsilon_bE)-(-P_r)=\Delta P-(\chi+\varepsilon_b)\frac{\Delta V}{d}.$$
Insert this in equation (1) and define the small-signal film capacitance $C_f=A(\varepsilon_b+\chi)/d$:
$$C_0\,\Delta V=A\,\Delta P-C_f\,\Delta V .$$
Collecting the terms in $\Delta V$ gives
$$\Delta V=\frac{A\,\Delta P}{C_0+C_f}. \tag{3}$$
With the drive held at zero, the switched charge is shared between the sense capacitor and the film, which act as two capacitors in parallel.

The susceptibility and the background together correspond to a relative permittivity of 573, and $C_f=0.254$ nF. Thus
$$\Delta V=\frac{5.000\ \mathrm{nC}}{100.254\ \mathrm{nF}}=49.87\ \mathrm{mV}.$$
The correction is $0.25\,\%$ of the ideal reading. The back field is $49.87\ \mathrm{mV}/200\ \mathrm{nm}=2.49$ kV/cm, or $2.5\,\%$ of the coercive field, which is why a linear response suffices.

Numerical integration of the nonlinear circuit equations through a complete pulse also gives 49.87 mV. Raising the relaxation time $\rho/(2a)$ of the polarization from 1 to 3 µs leaves this value unchanged, as equation (1) requires. A preceding negative pulse, which does not switch the film, leaves no remanent voltage.

### 3. The smallest usable sense capacitor

At zero drive the circuit can be solved without linearizing. Put $E=-V_s/d$ in the charge balance:
$$C_0V_s=A\left(P+P_r-\varepsilon_b\frac{V_s}{d}\right).$$
With the background capacitance $C_b=A\varepsilon_b/d$, this becomes
$$V_s=\frac{A(P+P_r)}{C_0+C_b},\qquad
E=-k(P+P_r),\qquad k=\frac{A}{d(C_0+C_b)} .$$

Since $a=bP_r^2$, the other terms in the equation of motion factor as
$$aP-bP^3=bP(P_r^2-P^2)=bP(P_r-P)(P_r+P).$$
The equation of motion at zero drive is then
$$\rho\frac{dP}{dt}=(P+P_r)\left[bP(P_r-P)-k\right]. \tag{4}$$

One equilibrium is the initial state $P=-P_r$. The reversed state must make the bracket vanish. With $x=P/P_r$ this requires
$$x(1-x)=\frac{k}{a},\qquad x=\frac12\left(1+\sqrt{1-\frac{4k}{a}}\right).$$
The larger root is the stable one: just above it the bracket is negative and $P$ falls back, while just below it the bracket is positive and $P$ rises.

The left side $x(1-x)$ has a maximum of $1/4$, at $x=1/2$. If $k>a/4$, there is no reversed equilibrium. The bracket is then negative for every $P$, and a film with $P>-P_r$ relaxes back to its initial state after the pulse, however strong the pulse was. The reversed state survives if
$$C_0+C_b>\frac{4A}{ad}
=\frac{4\times10^{-8}\ \mathrm{m^2}}{(1.039\times10^8\ \mathrm{V\,m/C})(2\times10^{-7}\ \mathrm m)}
\approx1.9\ \mathrm{nF}.$$
The background share of the film capacitance is $C_b=(30/573)\times0.254\ \mathrm{nF}\approx0.013$ nF, so the limit on $C_0$ itself is also about 1.9 nF. This number belongs to the homogeneous model and to a start at $V_s=0$.

An intermediate case shows how the approximations degrade. For $C_0=10$ nF, with the film unchanged:

- equation (2) gives 500 mV;
- equation (3) gives $5.000\ \mathrm{nC}/10.254\ \mathrm{nF}=487.6$ mV;
- the root above gives $k/a=0.0480$ and $x=0.949$, hence $V_s=AP_r(1+x)/(C_0+C_b)=486.7$ mV.

Numerical integration of the pulse gives 486.7 mV as well. The first-order formula is slightly high because the static curve becomes softer as $P$ falls below $P_r$: its slope $3bP^2-a$ decreases, so the back field removes more polarization than the constant $\chi$ predicts.

Well above this limit, a smaller $C_0$ gives a larger signal, but it also takes a larger share of the drive and depolarizes the film more. At 100 nF the signal is still easy to measure and the correction is a fraction of a percent.

### 4. Reading between the peaks

At the peaks the film field is not small, and $\Delta D$ contains the dielectric response to the drive. Neglect $V_s$ beside 4 V for an estimate. The peak field is
$$E=\frac{4\ \mathrm V}{200\ \mathrm{nm}}=2\times10^7\ \mathrm{V/m}=200\ \mathrm{kV/cm}=2E_c .$$
Divide the static curve by $aP_r$ and again write $x=P/P_r$:
$$x^3-x=\frac{E}{aP_r}=\frac{2E_c}{aP_r}=\frac{4}{3\sqrt3}=0.770 .$$
The positive solution is $x\approx1.268$. The static curve is odd, so the negative peak gives $x\approx-1.268$.

The polarization therefore contributes
$$\frac{A\,(2\times1.268\,P_r)}{C_0}=1.268\times50\ \mathrm{mV}=63.4\ \mathrm{mV}.$$
The background contributes $C_b\times8\ \mathrm V/C_0\approx1.1$ mV, since the drive changes by 8 V between the peaks. The sum is about 64.5 mV.

A static solution that keeps $V_s$ gives 64.36 mV, and integration of the pulses gives 64.34 mV. The small remaining difference is of the size expected from the polarization lagging behind the drive. Near the peaks the delay is $\rho/(3bP^2-a)\approx0.5$ µs, and the polarization's share of the sense voltage changes by about 0.02 mV per µs, so each peak is lowered by about 0.01 mV.

The peak-to-peak reading thus exceeds the remanent one by about 14 mV, which is far more than the back-voltage correction. Dividing it by $A/C_0$ and calling the result $2P_r$ would overstate the remanent change by almost $30\,\%$. Using the constant $C_f$ for the whole drive would give an excess of $0.254\ \mathrm{nF}\times8\ \mathrm V/100\ \mathrm{nF}\approx20$ mV. That is too large, because the slope $3bP^2-a$ grows when $|P|$ exceeds $P_r$ and the film becomes stiffer.

### 5. Lost charge and other errors

A meter of resistance $R$ draws the current $V_s/R$ from the node. With the drive at rest and $C_f\ll C_0$, the sense voltage obeys
$$\frac{dV_s}{dt}\approx-\frac{V_s}{RC_0},\qquad RC_0=(10^6\ \Omega)(10^{-7}\ \mathrm F)=0.1\ \mathrm s .$$
For a time $t\ll RC_0$ after switching, the loss is approximately $\Delta V\,t/(RC_0)$.

Each triangular pulse lasts 0.50 ms, with equal rise and fall, and the reading is taken 0.05 ms after its end. The film reaches its coercive voltage, $E_cd=2$ V, halfway up the rise, 0.125 ms after the pulse begins. The time from switching to reading is
$$t=0.50-0.125+0.05=0.425\ \mathrm{ms},$$
and the loss is
$$50\ \mathrm{mV}\times\frac{0.425\ \mathrm{ms}}{100\ \mathrm{ms}}\approx0.21\ \mathrm{mV}.$$
Numerical integration gives 0.22 mV. Two effects left out of the estimate partly cancel. The dielectric signal during the pulse adds about 0.02 mV to the loss. The film also needs about 0.02 ms to switch after the drive reaches the coercive voltage, which shortens the discharge and removes about 0.01 mV.

The same formula shows when the method fails. If the film is cycled so slowly that a reading comes a tenth of a second or more after switching, the meter has removed a large part of the charge. A larger $R$ or a faster pulse is then needed.

Other errors can be sized in the same way, with rough typical inputs:

- **Cable capacitance.** A cable of 100 pF lies in parallel with $C_0$ and raises it by $0.1\,\%$. The reading falls by 0.05 mV.
- **Film leakage.** A constant $1\ \mathrm{\mu A/cm^2}$ over the full 1.10 ms sequence (a negative and a positive pulse, each followed by a 0.05 ms pause) passes $1.1\times10^{-13}$ C, or about 1 µV on $C_0$; only half of this falls between the two readings. The shift is proportional to the leakage density: a leaky film with $1\ \mathrm{mA/cm^2}$ would shift the reading by about 0.55 mV.
- **Temperature.** If $P_r$ falls by $0.02\ \mathrm{\mu C/cm^2}$ per kelvin, warming by 10 K lowers $2P_r$ by $0.4\ \mathrm{\mu C/cm^2}$ and the reading by 0.4 mV.
- **Sense capacitor.** If $C_0$ is $1\,\%$ above its nominal value, the reading is 0.5 mV too low.

For these inputs, the tolerance of $C_0$ and the temperature matter more than the charge lost through the meter (0.2 mV) and the back-voltage (0.13 mV), while the cable and the film leakage matter less. With the signs assumed here, back-voltage, meter, cable, warming and tolerance all lower the reading and add up to about 1.3 mV, giving about 48.7 mV. Unless temperature and $C_0$ are controlled more closely, the result should be quoted as 50 mV with an uncertainty of about 1 mV.

### The model beside a real film

The chosen numbers lie in the regime of lead zirconate titanate thin-film capacitors: a thickness of 200 nm, $2P_r$ of some tens of $\mathrm{\mu C/cm^2}$ and a coercive field near 100 kV/cm are rough typical values. The peak field of 200 kV/cm is well below a rough breakdown field of 1000 kV/cm. The relaxation time of 1 µs was chosen for the calculation and is not a material constant.

One assumption that real films break is homogeneous switching. They reverse by nucleation and growth of domains, so $a$, fitted here to a typical coercive field, is an effective parameter. For given end polarizations this leaves equation (2) untouched. It does affect $C_f$: a film with twice the assumed small-signal capacitance would have a correction of about $0.5\,\%$ instead of $0.25\,\%$. It also makes the limit of 1.9 nF a guide to magnitude and not a design value.

Incomplete switching, or loss of remanence before the reading, has a more direct effect because it changes $\Delta P$ itself. If $10\,\%$ of the polarization change is missing, the ideal reading drops by 5 mV. The circuit measures the charge that was displaced between the two readings; it cannot by itself tell whether the whole film took part.

The numerical output below lists the inputs and the results of the simulations.

## Numbers as computed

```
polarization change 2Pr: 50.0 uC/cm2 = 0.50 C/m2
remanent polarization Pr: 25.0 uC/cm2
film area: 1.0e-04 cm2 = 1.0e-08 m2
sense capacitor: 100.0 nF
switched charge: 5.000 nC
ideal voltage change: 50.000 mV = 0.05000 V
film thickness (rough): 200 nm
background relative permittivity: 30
coercive field, input (rough): 100.0 kV/cm
coercive field, numerical maximum: 100.000 kV/cm
Landau coefficient a: 1.0392e+08 V m/C
Landau coefficient b: 1.6628e+09 V m^5/C^3
total small-signal relative permittivity: 573.4
small-signal film capacitance: 0.2538 nF
film to sense capacitance ratio: 0.254 %
corrected voltage change, formula: 49.8734 mV
corrected voltage change, simulation: 49.8725 mV
relaxation times simulated: 1.0 and 3.0 us
voltage change, slower switching: 49.8725 mV
residual after non-switching pulse: 0.0000 mV
back field after switching: 2.494 kV/cm
back field over coercive field: 2.49 %
smaller sense capacitor: 10.0 nF
  ideal change: 500.00 mV
  corrected formula: 487.62 mV
  simulation: 486.70 mV
if 0.5 C/m2 were Pr, ideal change: 100.00 mV
if 0.5 C/m2 were Pr, simulation: 99.50 mV
drive pulse peak: 4.0 V
pulse duration: 0.50 ms
peak-to-peak reading, simulation: 64.34 mV
peak-to-peak reading, static curve: 64.36 mV
meter resistance: 1.0 MOhm
discharge time constant: 100.0 ms
time from switching to reading: 0.425 ms
meter discharge loss, simulation: 0.223 mV
meter discharge loss, estimate: 0.213 mV
cable capacitance (rough): 100 pF
cable loss: 0.050 mV
film leakage density (rough): 1.0 uA/cm2
leakage shift over whole sequence: 1.10 uV
pyroelectric coefficient (rough): 0.020 uC/(cm2 K)
loss on warming by 10 K: 0.40 mV
loss if C0 is 1 % too large: 0.495 mV
peak film field: 200 kV/cm
breakdown field (rough): 1000 kV/cm
```
